# Thomas-Fermi nonadditive energy and Pauli repulsion of weakly overlapping closed shells: a numerical check

```python
"""
Result under test: for two closed shells with orbitals exp(-kappa*r), the
Thomas-Fermi (TF) nonadditive kinetic energy decays as x*exp(-5x/3), while
the kinetic rise from antisymmetrizing the orbitals tends to 4*kappa^2*S^2,
which decays as x^4*exp(-2x).
Symbols: kappa = orbital decay constant, R = distance, x = kappa*R,
S = orbital overlap, A and B = orbitals, rho = density (two electrons each),
u = kappa*(r_A-r_B), G0 and G2 = moments of the TF overlap profile g(u).
The total Pauli energy is that of independent electrons in the two wells
-kappa/r_A and -kappa/r_B, without the classical attraction of the frozen
densities. Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import binom

CF = 0.3 * (3 * np.pi**2) ** (2 / 3)
P = 5 / 3
HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def profile(u):
    """(2 cosh u)^(5/3) - 2 cosh(5u/3) for u >= 0, without cancellation."""
    return np.exp(P*u) * np.expm1(P*np.log1p(np.exp(-2*u))) - np.exp(-P*u)


def tf_reduced(x, limit=1.0):
    """TF nonadditive energy / kappa^2 from |r_A-r_B| < limit*R."""
    eta = 0.5 * limit * (NODES + 1)
    w = limit * WEIGHTS          # both signs of eta are included
    a = P * x
    xi0 = 1 / a
    xi2 = 1 / a + 2 / a**2 + 2 / a**3
    integral = np.sum(w * (xi2 - xi0 * eta**2) * profile(x * eta))
    return CF*(2/np.pi)**P * np.pi*x**3/4 * np.exp(-a) * integral


k = np.arange(1, 4001)
G0 = 2 * (np.sum(binom(P, k) / (2*k - P)) - 3/5)
G2 = 4 * (np.sum(binom(P, k) / (2*k - P)**3) - (3/5)**3)
C_TF = CF * (2/np.pi)**P * 3*np.pi/20 * G0


def tf_expansion(x):
    edge = np.exp(-x/3) * (48/x + 864/(5*x**2)) / G0
    bracket = 1 + 6/(5*x) + (18/25 - G2/G0)/x**2 + edge
    return C_TF * x * np.exp(-P*x) * bracket


def overlap(x):
    return (1 + x + x**2/3) * np.exp(-x)


def kinetic_rise(x):
    s = overlap(x)
    return 4/3 * x**2 * np.exp(-x) * s / (1 - s*s)


def pauli_energy(x):
    s = overlap(x)
    attraction = (1 - (1+x)*np.exp(-2*x)) / x
    return 4*s*((1+x)*np.exp(-x) - s*attraction) / (1 - s*s)


def direct(kappa, R):
    """Integrals from their definitions, in spheres about nucleus A.

    Only the half space nearer to A is sampled; symmetry doubles it.
    """
    n, w = np.polynomial.legendre.leggauss(160)
    far = 40 / kappa
    r = np.concatenate([R/4*(n+1), R/2 + far/2*(n+1)])[:, None]
    wr = np.concatenate([R/4*w, far/2*w])[:, None]
    top = np.minimum(1, R/(2*r))
    c = -1 + (top + 1)/2*(n + 1)[None, :]
    weight = 2 * 2*np.pi * r**2 * wr * (top + 1)/2 * w[None, :]
    rb = np.sqrt(r*r + R*R - 2*r*R*c)
    A = np.sqrt(kappa**3/np.pi) * np.exp(-kappa*r)
    B = np.sqrt(kappa**3/np.pi) * np.exp(-kappa*rb)
    rho_a, rho_b = 2*A*A, 2*B*B
    s = np.sum(weight*A*B)

    def tf_difference(added):
        # (rho_a + added)^(5/3) - rho_a^(5/3) - rho_b^(5/3)
        f = rho_a**P*np.expm1(P*np.log1p(added/rho_a)) - rho_b**P
        return CF*np.sum(weight*f)

    delta = 2*(s*s*(A*A + B*B) - 2*s*A*B)/(1 - s*s)
    cosine = (r - R*c)/rb
    kinetic = 0.0
    for sign in (1, -1):
        grad2 = kappa**2*(A*A + B*B + 2*sign*A*B*cosine)
        kinetic += np.sum(weight*grad2) / (2*(1 + sign*s))
    rise = kinetic - 2*kappa**2
    potential = np.sum(weight*delta*(-kappa/r - kappa/rb))
    return {"S": s, "tf": tf_difference(rho_b),
            "tf_det": tf_difference(rho_b + delta),
            "rise": rise, "pauli": rise + potential}


def rate(function, x, h=1e-3):
    return -(np.log(function(x+h)) - np.log(function(x-h)))/(2*h)


# Moments of the profile: series against quadrature
q0 = 2*quad(profile, 0, 120, epsabs=1e-11, limit=300)[0]
q2 = 2*quad(lambda u: u*u*profile(u), 0, 120, epsabs=1e-10, limit=300)[0]
assert abs(q0/G0 - 1) < 1e-7
assert abs(q2/G2 - 1) < 1e-7

# Direct integrals against the derived formulas
kappa = 1.5
distances = [4.0, 6.0, 8.0, 12.0, 16.0]
data = {R: direct(kappa, R) for R in distances}
for R in distances:
    x = kappa*R
    assert abs(data[R]["S"]/overlap(x) - 1) < 1e-7
    assert abs(data[R]["tf"]/(kappa**2*tf_reduced(x)) - 1) < 1e-6
    assert abs(data[R]["tf"]/(kappa**2*tf_expansion(x)) - 1) < 2e-4
# Subtracting total energies limits these to the shorter distances
for R in (4.0, 6.0):
    x = kappa*R
    assert abs(data[R]["rise"]/(kappa**2*kinetic_rise(x)) - 1) < 1e-5
    assert abs(data[R]["pauli"]/(kappa**2*pauli_energy(x)) - 1) < 1e-5

# Asymptotic decay rates and S^2 laws; neglected terms are small at x = 150
xl = 150.0
assert abs(rate(tf_reduced, xl) - (5/3 - 1/xl)) < 5e-4
assert abs(rate(kinetic_rise, xl) - (2 - 4/xl)) < 5e-4
assert abs(rate(pauli_energy, xl) - (2 - 3/xl)) < 5e-4
assert abs(kinetic_rise(xl)/(4*overlap(xl)**2) - 1) < 0.03
assert abs(pauli_energy(xl)*xl/(8*overlap(xl)**2) - 1) < 0.03

# TF change caused by the density change of the determinant
tf_atom = CF*quad(lambda r: 4*np.pi*r*r
                  * (2*kappa**3/np.pi*np.exp(-2*kappa*r))**P,
                  0, 30/kappa, epsabs=1e-12)[0]
R = 16.0
x = kappa*R
s = overlap(x)
shift = data[R]["tf_det"] - data[R]["tf"]
shift_formula = 10/3*tf_atom*s*s*(1 - 35/4*np.exp(-x)/s)
assert abs(shift/shift_formula - 1) < 0.01  # next term is of order 1/x^3

# Turning point and crossings
turn = minimize_scalar(lambda y: tf_reduced(y)/kinetic_rise(y),
                       bounds=(4, 14), method="bounded",
                       options={"xatol": 1e-8}).x
assert abs(rate(tf_reduced, turn) - rate(kinetic_rise, turn)) < 1e-5
cross_kin = brentq(lambda y: np.log(tf_reduced(y)/kinetic_rise(y)), 12, 24)
cross_pauli = brentq(lambda y: np.log(tf_reduced(y)/pauli_energy(y)), 6, 9)

print(f"kappa = {kappa:.3f} bohr^-1")
print(f"TF constant C_F = {CF:.6f} (atomic units)")
print(f"G0 = {G0:.6f}, G2 = {G2:.5f}, G2/G0 = {G2/G0:.5f} (no unit)")
print(f"prefactor c = {C_TF:.5f} (no unit)")
print(f"TF kinetic energy of one shell = {tf_atom:.6f} hartree")
for R in distances:
    x = kappa*R
    e_tf, e_k, e_p = [kappa**2*f(x) for f in
                      (tf_reduced, kinetic_rise, pauli_energy)]
    print(f"R = {R:.1f} bohr, x = {x:.1f}, S = {overlap(x):.5e}")
    print(f"  TF nonadditive = {e_tf:.5e} hartree")
    print(f"  exact kinetic rise = {e_k:.5e} hartree")
    print(f"  total Pauli energy = {e_p:.5e} hartree")
    print(f"  TF/kinetic = {e_tf/e_k:.4f}, TF/Pauli = {e_tf/e_p:.4f}")
    print(f"  same-density TF/kinetic = {data[R]['tf_det']/e_k:.4f}")
    print(f"  rates/kappa: TF {rate(tf_reduced, x):.4f}, kinetic "
          f"{rate(kinetic_rise, x):.4f}, Pauli {rate(pauli_energy, x):.4f}")
e4 = [kappa**2*f(6.0)*HARTREE_MEV for f in
      (tf_reduced, kinetic_rise, pauli_energy)]
print(f"R = 4 bohr in meV: TF {e4[0]:.3f}, kinetic {e4[1]:.3f}, "
      f"Pauli {e4[2]:.3f}")
for x in (6.0, 24.0):
    share = tf_reduced(x, 0.5)/tf_reduced(x)
    print(f"TF share from |r_A-r_B| < R/2 at x = {x:.0f}: {share:.4f}")
print(f"kinetic rise/(4 kappa^2 S^2) at x = 24: "
      f"{kinetic_rise(24.0)/(4*overlap(24.0)**2):.4f}")
print(f"Pauli energy/(8 kappa^2 S^2/x) at x = 24: "
      f"{pauli_energy(24.0)*24/(8*overlap(24.0)**2):.4f}")
print(f"density-change TF term at R = 16 bohr: {shift:.5e} hartree")
print(f"  its large-distance formula: {shift_formula:.5e} hartree")
print(f"smallest TF/kinetic = {tf_reduced(turn)/kinetic_rise(turn):.4f} "
      f"at x = {turn:.4f}, R = {turn/kappa:.4f} bohr")
print(f"TF = kinetic rise at x = {cross_kin:.4f}, "
      f"R = {cross_kin/kappa:.4f} bohr")
print(f"TF = Pauli energy at x = {cross_pauli:.4f}, "
      f"R = {cross_pauli/kappa:.4f} bohr")
print("finished without a failed check")
```

Printed output:

```
kappa = 1.500 bohr^-1
TF constant C_F = 2.871234 (atomic units)
G0 = 9.252582, G2 = 179.30816, G2/G0 = 19.37926 (no unit)
prefactor c = 5.89802 (no unit)
TF kinetic energy of one shell = 2.065324 hartree
R = 4.0 bohr, x = 6.0, S = 4.70963e-02
  TF nonadditive = 3.14101e-03 hartree
  exact kinetic rise = 1.26360e-02 hartree
  total Pauli energy = 4.03663e-03 hartree
  TF/kinetic = 0.2486, TF/Pauli = 0.7781
  same-density TF/kinetic = 0.9981
  rates/kappa: TF 1.4607, kinetic 1.4068, Pauli 1.5590
R = 6.0 bohr, x = 9.0, S = 4.56616e-03
  TF nonadditive = 3.44584e-05 hartree
  exact kinetic rise = 1.36936e-04 hartree
  total Pauli energy = 2.98666e-05 hartree
  TF/kinetic = 0.2516, TF/Pauli = 1.1537
  same-density TF/kinetic = 1.0778
  rates/kappa: TF 1.5373, kinetic 1.5886, Pauli 1.6955
R = 8.0 bohr, x = 12.0, S = 3.74797e-04
  TF nonadditive = 3.21902e-07 hartree
  exact kinetic rise = 9.94824e-07 hartree
  total Pauli energy = 1.64077e-07 hartree
  TF/kinetic = 0.3236, TF/Pauli = 1.9619
  same-density TF/kinetic = 1.1668
  rates/kappa: TF 1.5744, kinetic 1.6858, Pauli 1.7674
R = 12.0 bohr, x = 18.0, S = 1.93421e-06
  TF nonadditive = 2.25746e-11 hartree
  exact kinetic rise = 2.86331e-11 hartree
  total Pauli energy = 3.16673e-12 hartree
  TF/kinetic = 0.7884, TF/Pauli = 7.1287
  same-density TF/kinetic = 1.6290
  rates/kappa: TF 1.6088, kinetic 1.7865, Pauli 1.8416
R = 16.0 bohr, x = 24.0, S = 8.19204e-09
  TF nonadditive = 1.37701e-15 hartree
  exact kinetic rise = 5.34402e-16 hartree
  total Pauli energy = 4.44176e-17 hartree
  TF/kinetic = 2.5767, TF/Pauli = 31.0014
  same-density TF/kinetic = 3.4077
  rates/kappa: TF 1.6244, kinetic 1.8383, Pauli 1.8798
R = 4 bohr in meV: TF 85.471, kinetic 343.842, Pauli 109.842
TF share from |r_A-r_B| < R/2 at x = 6: 0.7991
TF share from |r_A-r_B| < R/2 at x = 24: 0.9874
kinetic rise/(4 kappa^2 S^2) at x = 24: 0.8848
Pauli energy/(8 kappa^2 S^2/x) at x = 24: 0.8825
density-change TF term at R = 16 bohr: 4.44079e-16 hartree
  its large-distance formula: 4.43381e-16 hartree
smallest TF/kinetic = 0.2403 at x = 7.3072, R = 4.8715 bohr
TF = kinetic rise at x = 19.3018, R = 12.8679 bohr
TF = Pauli energy at x = 8.0523, R = 5.3682 bohr
finished without a failed check
```
